# Why mobile excitons have Lorentzian lines and localized ones Gaussian

## The same disorder, two linewidths

In a model crystal the energy of an exciton on any one site fluctuates with an rms amplitude of 0.976 mHa. If the exciton stays on its site, its absorption line has a full width at half maximum (FWHM) of 2.29 mHa, or 62 meV. If it can hop, through couplings of 1 and 2 mHa, the width is about 0.58 mHa, or 16 meV. The site energies fluctuate just as strongly in both cases, yet the line is four times narrower, and in the second-order theory below its shape changes from nearly Gaussian to nearly Lorentzian.

The cause is the time for which the exciton feels one particular site energy. A localized exciton keeps its energy error while its phase drifts. A mobile one exchanges the error for another before much phase has built up. This is motional narrowing. It replaces a width of order $D$, the rms fluctuation, by one of order $D^2\tau$, where $\tau$ is the time spent under one site energy. For a band of width $B$, the simplest estimate of $\tau$ is $1/B$. The numerical factor in that estimate matters, and the estimate can fail.

Below, $\hbar=1$, energies are in mHa and times in 1/mHa. $B$ is the full bandwidth, from bottom to top.

## A fluctuating energy and its line

Let $E$ be the photon energy measured from the mean transition energy, and $\phi(t)$ the averaged amplitude that the optically excited state survives, with its mean phase removed. The normalized absorption line is

$$A(E)=\frac1\pi\,\mathrm{Re}\int_0^\infty \phi(t)\,e^{iEt}\,dt .$$

Suppose first that the transition energy is a classical random function $\delta(t)$, stationary and Gaussian, with zero mean and correlation function $C(s)=\langle\delta(s)\delta(0)\rangle$. The state acquires the phase $\Phi=\int_0^t\delta(t')dt'$. As a sum of Gaussian variables, $\Phi$ is Gaussian, so

$$\phi(t)=\langle e^{-i\Phi}\rangle=e^{-\langle\Phi^2\rangle/2}.$$

The variance is a double integral of $C(t_1-t_2)$ over a square of side $t$. The two orderings of $t_1$ and $t_2$ contribute equally, and a separation $s$ occurs over a length $t-s$. Hence

$$\langle\Phi^2\rangle=2\int_0^t(t-s)C(s)\,ds,\qquad
\phi(t)=\exp\!\left[-\int_0^t(t-s)C(s)\,ds\right]. \tag{1}$$

Take an exponential memory, $C(s)=D^2e^{-s/\tau}$ for $s\ge0$. Integrating once gives $D^2\tau(1-e^{-t/\tau})$, and integrating again gives the exponent:

$$\phi(t)=\exp\!\left[-D^2\tau^2\left(e^{-t/\tau}-1+\frac t\tau\right)\right]. \tag{2}$$

**Slow fluctuations, $D\tau\gg1$.** The amplitude is lost by $t\sim1/D$, when $t/\tau$ is still small. Since $e^{-x}-1+x\approx x^2/2$,

$$\phi\approx e^{-D^2t^2/2},\qquad A(E)\approx\frac{e^{-E^2/2D^2}}{\sqrt{2\pi}\,D},\qquad \text{FWHM}=2\sqrt{2\ln2}\,D .$$

The line is the distribution of the site energies themselves.

**Fast fluctuations, $D\tau\ll1$.** The amplitude now survives until $t\sim1/(D^2\tau)\gg\tau$. The bracket in (2) is then $t/\tau-1$, and the constant contributes a factor $e^{D^2\tau^2}\approx1$. With $\gamma=D^2\tau$,

$$\phi\approx e^{-\gamma t},\qquad A(E)\approx\frac1\pi\frac{\gamma}{E^2+\gamma^2},\qquad \text{FWHM}=2D^2\tau .$$

The difference is that between steady drift and a random walk. Under a constant error the phase grows as $Dt$ and its variance as $t^2$. Under a changing error, the phase is a sum of about $t/\tau$ independent pieces of size $D\tau$, so its variance grows as $(t/\tau)(D\tau)^2=D^2\tau t$, up to a factor; equation (1) gives $2D^2\tau t$. A variance linear in time means exponential decay, and exponential decay means a Lorentzian.

The ratio of the full width at one tenth of the maximum to the FWHM distinguishes the shapes. A Lorentzian falls to one tenth at $E=3\gamma$ and to one half at $E=\gamma$, so its ratio is 3. For a Gaussian it is $\sqrt{\ln10/\ln2}=1.823$. Equation (2) gives:

| $D\tau$ | FWHM$/D$ | width ratio |
|---:|---:|---:|
| 0.03 | 0.060 | 3.00 |
| 0.3 | 0.596 | 2.92 |
| 1 | 1.54 | 2.22 |
| 3 | 2.08 | 1.92 |
| 30 | 2.33 | 1.83 |

Narrowing does not remove the fluctuations from the spectrum. With $\phi(-t)=\phi^*(t)$, the second moment of the line is $\int E^2A\,dE=-\phi''(0)=C(0)=D^2$, whatever $\tau$ is. A true Lorentzian has an infinite second moment, so the Lorentzian form must fail in the far wings. They reflect times below $\tau$, when the fluctuation has not yet changed.

## How motion makes a frozen energy fluctuate

For an exciton in a crystal, the random function has to be derived. Take one exciton with a fixed internal structure and band energies $\varepsilon_k$, such as a Bethe-Salpeter calculation at finite centre-of-mass momentum supplies. Light excites the $k=0$ state $|0\rangle$, with energy $E_0$ and equal amplitude $1/\sqrt N$ on each of $N$ sites. Phonons shift the energy of site $n$ by $u_n$, and different sites are independent:

$$H=H_{\rm ex}+H_{\rm ph}+W,\qquad W=\sum_n u_n|n\rangle\langle n|,\qquad
\langle u_n(t)u_m(0)\rangle=\delta_{nm}\,c(t).$$

In the interaction picture the first-order term vanishes because $\langle u_n\rangle=0$. The second-order term is $-\int_0^tdt_1\int_0^{t_1}dt_2\,\langle W(t_1)W(t_2)\rangle$, the average being taken in $|0\rangle$ and over the phonons. Put $s=t_1-t_2$. The exciton is scattered at site $m$, propagates for a time $s$, and is scattered at site $n$; independence of the sites requires $n=m$. Therefore

$$C(s)=c(s)\,g(s),\qquad
g(s)=\frac1N\sum_n\langle n|e^{-i(H_{\rm ex}-E_0)s}|n\rangle=\frac1N\sum_k e^{-i(\varepsilon_k-E_0)s}. \tag{3}$$

The function $g$ is the amplitude for an exciton to be back on its starting site, relative to the phase of the bright state. Since a separation $s$ again occurs over a length $t-s$, the second-order term is $-\int_0^t(t-s)C(s)ds$. Placing it in an exponent gives equation (1). To this order, the exciton in its band obeys the equation of the stochastic oscillator, and its correlation function decays through motion even if every site energy is frozen. Unlike that of a classical $\delta(t)$, this function can be complex; its imaginary part then adds a phase to $\phi$, which can shift the line and change its shape.

For a localized exciton $g=1$, and (1) is exact for phonons coupled linearly. The commutator of $u(t_1)$ and $u(t_2)$ is then a number, so Wick's theorem reduces the averaged time-ordered exponential to its second-order exponent. For a moving exciton, (1) omits higher cumulants. The fourth contains four factors of $u$, with three time differences limited by the memory and one free time. If the memory is short, this suggests a size $D^4\tau^3t$, smaller than the leading exponent $D^2\tau t$ by a factor of order $(D\tau)^2$. The counting assumes that $g$ dies out within a time of order $\tau$. It need not hold when $g$ has a slow tail, as in the example below, where $g$ falls as $t^{-3/2}$ and $\int_0^T s\,g(s)\,ds$ grows as $\sqrt T$. The formula is therefore meant for $D\tau\ll1$, and not for the crossover of a lattice exciton towards localization.

With frozen phonons $c=D^2$, and the memory time is the real part of the time integral of $g$:

$$\tau=\mathrm{Re}\int_0^\infty g(t)\,dt=\frac1N\sum_k\pi\,\delta(\varepsilon_k-E_0)=\pi\rho(E_0), \tag{4}$$

where $\rho$ is the density of exciton states per site. The width becomes

$$\text{FWHM}=2\pi D^2\rho(E_0)=2(\pi\rho B)\,\frac{D^2}{B}. \tag{5}$$

The first form is the golden-rule rate at which the fluctuations scatter the exciton out of the bright state. The second shows what lies behind "$D^2/B$". A uniform density, $\rho=1/B$, gives $2\pi D^2/B$ if the bright level lies inside the band. At its edge, where $\rho$ jumps from zero, the delta function in (4) picks up only half the step, and (5) would give $\pi D^2/B$. That is not the true width of the line in equation (1), even for small $D$. The imaginary part of $\int_0^t g\,ds$ grows logarithmically with time there, which makes the line lopsided and gives it a FWHM of about $4.0\,D^2/B$. For other bands, the factor in (5) is set by the density at the bright level.

That factor can vanish. In a simple cubic lattice with equal negative nearest-neighbour couplings, the bright state is at the band bottom, where $\rho=0$. The program confirms that the time integral in (4) is then zero within its tolerance. The limiting width (5) vanishes although $D^2/B$ does not. What broadening remains lies outside (5); equation (1) itself still decays slowly there, because $\mathrm{Re}\int_0^t g\,ds$ reaches zero only as $t\to\infty$.

## How large the effect is

**The fluctuation.** Let each site carry one mode of frequency $\omega$ and Huang-Rhys factor $S$, so that $u=\sqrt S\,\omega(b+b^\dagger)$. With mean occupation $\bar n$,

$$c(t)=S\omega^2\left[(\bar n+1)e^{-i\omega t}+\bar n e^{i\omega t}\right]
=S\omega^2\left[\coth\frac{\omega}{2kT}\cos\omega t-i\sin\omega t\right],$$

because $2\bar n+1=\coth(\omega/2kT)$. Hence $D^2=c(0)=S\omega^2\coth(\omega/2kT)$. The example uses the round values $\omega=0.15$ mHa, $S\omega=0.5$ mHa and $T=300$ K, for which $kT=0.950$ mHa and the coth is 12.69. Then

$$D^2=0.5\times0.15\times12.69=0.952\ \text{mHa}^2,\qquad D=0.976\ \text{mHa}.$$

**The localized line.** The Gaussian limit gives $2.355\times0.976=2.30$ mHa. Phonon motion changes this to 2.29 mHa, with a width ratio of 1.828. The line is so nearly Gaussian because the amplitude is lost by $t\sim1/D$, when $\omega t\approx0.15$ and the phonon has hardly moved. One qualification applies. A single undamped mode would bring the amplitude back after each period $2\pi/\omega$ and divide the line into phonon replicas. The calculation stops before the first return, so the Gaussian is the envelope, seen when damping or a spread of frequencies suppresses the returns.

**The memory time.** The crystal has couplings $V,V,-2V$ along $x,y,z$, the pattern of nearest-neighbour dipoles pointing along $z$. Its band is

$$\varepsilon_k=2V\cos k_x+2V\cos k_y-4V\cos k_z ,$$

which runs from $-8V$ to $8V$, so $B=16V$. The bright state lies at $E_0=2V+2V-4V=0$, the band centre. The sum over $k$ in (3) factorizes, and each factor is a Bessel function:

$$g(t)=J_0(2Vt)^2\,J_0(4Vt).$$

Its integral is $V\tau=0.348$, and counting states in $k$ space gives the same value for $\pi\rho V$. Thus $\pi\rho B=16\times0.348=5.57$.

**The mobile line.** For $V=1$ mHa, $D\tau=0.34$, and the limiting width is

$$2D^2\tau=2\times0.952\times0.348=0.663\ \text{mHa}.$$

The bare estimate $D^2/B=0.952/16=0.060$ mHa is eleven times smaller, the factor being $2\pi\rho B=11.1$. At fixed $D$ and with frozen phonons, the second-order amplitude gives:

| $V$ (mHa) | FWHM (mHa) | $2D^2\tau$ (mHa) | width ratio |
|---:|---:|---:|---:|
| 1 | 0.618 | 0.663 | 2.89 |
| 2 | 0.320 | 0.332 | 2.94 |
| 4 | 0.163 | 0.166 | 2.97 |

Doubling the bandwidth nearly halves the width, as (5) requires, and the shape approaches a Lorentzian.

The widths fall short of $2D^2\tau$ by about 7, 3.5 and 1.8 percent of that limit. The slow decay of $g$ explains this. At large argument $J_0(z)\approx\sqrt{2/\pi z}\,\cos(z-\pi/4)$. In the product of the three Bessel functions, the frequencies $2V+2V-4V$ cancel in one term, leaving the non-oscillating part

$$\bar g(t)=\frac{1}{8\pi^{3/2}}(Vt)^{-3/2}.$$

The other terms also fall as $(Vt)^{-3/2}$ but oscillate at frequencies $4V$ and $8V$. Their integral from $t$ to infinity is only of order $(Vt)^{-3/2}/V$, so $\bar g$ governs the tail. The decay rate of $\phi$ at time $t$ is $D^2\int_0^tg\,ds$. It lies below $D^2\tau$ by the missing tail, which is positive and falls as $(Vt)^{-1/2}/V$. Relative to $\tau\propto1/V$, the deficit is of order $(Vt)^{-1/2}$. At the time that sets the width, $t\sim1/(D^2\tau)\sim V/D^2$, it is of order $D/V$. It should therefore halve when $V$ doubles, as it does in the table.

**Beyond second order.** Propagation on a lattice of 65,536 sites with frozen Gaussian energies makes no expansion in $D$. For $V=1$ mHa at $t=3$/mHa it gives an amplitude of 0.454, against 0.430 from second order and 0.014 for an exciton that does not move. Its FWHM is 0.58 mHa, 7 percent below the second-order width, with a sampling uncertainty of about 2 percent. Up to $t=12$/mHa, the largest difference between the two amplitudes is 0.027, on a scale where $\phi(0)=1$. At half the value of $D$ it is 0.014 over the same window. The decay is then four times slower and the window covers only about one decay time, so the largest error may lie beyond it. Both numbers are averages over eight disorder samples and carry a sampling error of about 0.003 to 0.005. Their ratio is about two, where $(D\tau)^2$ suggests four, but with this uncertainty and the limited window they fix neither the actual scaling nor its reason.

**Moving phonons.** Retaining the full $c(t)$ changes the second-order width from 0.618 to 0.615 mHa. For $kT\gg\omega$ the decay rate changes by about $-D^2\int_0^t(1-\cos\omega s)\,g(s)\,ds$, which is small here for two reasons. First, $\omega\tau=0.05$: the exciton leaves a site long before the site energy changes by itself. Second, the amplitude decays by $t\sim1/(D^2\tau)\approx3$/mHa, while $\omega t$ is still below one, so the slow tail of $g$ is hardly affected. At long times the tail matters: since $\int_0^\infty(1-\cos\omega s)\,s^{-3/2}ds=\sqrt{2\pi\omega}$, it lowers the rate by $\sqrt{2\pi\omega/V}/(8\pi^{3/2}\times0.348)$, about 6 percent of $D^2\tau$ for $V=1$ mHa.

## What to do about it

**When calculating a width,** take $D$ from the phonons and $\rho(E_0)$ from the exciton band, and use $2\pi D^2\rho(E_0)$ in preference to $D^2/B$. First make sure that $\rho$ does not vanish at the bright level or vary strongly across the line. At the cubic band edge above, $D\tau=0$, yet (5) misses the broadening. Then check two numbers. If $D\tau$ is not small, propagate the exciton on a lattice with sampled site energies. At $D\tau=0.34$ the limiting formula gives 0.66 mHa where the lattice gives 0.58. If $\omega\tau$ is not small, keep the phonon energy. Integrating $c(t)g(t)$ as in (4) replaces $D^2\rho(E_0)$ by

$$S\omega^2\left[(\bar n+1)\,\rho(E_0-\omega)+\bar n\,\rho(E_0+\omega)\right],$$

which describes scattering with emission and absorption of a phonon. The same replacement is needed where $\rho$ varies strongly within $\omega$ of the bright level, as it can near a band edge. At the cusp that the slow tail of $g$ gives $\rho$ in the example, the correction is modest: about 6 percent of the limiting width for $V=1$ mHa, once the line is narrower than $\omega$.

**When reading a spectrum,** choose the formula to suit the shape. Dividing the mobile width of 0.576 mHa by 2.355, as for a Gaussian, would give $D=0.24$ mHa, a quarter of the true value. The motional formula gives

$$D=\sqrt{\frac{\text{FWHM}}{2\tau}}=\sqrt{\frac{0.576}{2\times0.348}}=0.91\ \text{mHa},$$

which is 7 percent low.

A Lorentzian shape alone does not establish motional narrowing. A finite exciton lifetime also multiplies $\phi$ by a decaying exponential, with no fluctuating energy involved. Temperature offers a further check within this model. For $kT\gg\omega$, $\coth(\omega/2kT)\approx2kT/\omega$, so $D^2\approx2S\omega kT$. With a fixed band, the localized width then grows as $\sqrt T$ and the limiting width (5) as $T$. In the example the actual width grows somewhat more slowly than $T$, because its shortfall below (5) increases with $D/V$.

The formulas assume independent sites. If neighbouring site energies fluctuate together, terms with $n\ne m$ survive in (3), and moving to the next site no longer gives the exciton a fresh energy. The return amplitude $g$ must then be replaced by a sum over pairs of sites, weighted by their correlations. The effect on the width depends on the band as well as on the correlations. In the example with frozen phonons, correlations between nearest neighbours alone leave the limiting width unchanged, because their terms in $C$ are purely imaginary. The numerical check computes the two tables, the memory time, the localized and moving-phonon widths and the lattice comparison; the sampling errors, the edge width of the uniform band, the 6 percent phonon correction and the statement on correlations are not among its checks.

## Computed results

```
random trajectories: largest amplitude error = 0.0082
tenth/half width ratio: Lorentzian 3, Gaussian 1.823
stochastic oscillator: D*tau, FWHM/D, tenth/half width ratio
    0.03   0.0600   3.000
    0.10   0.2000   2.999
    0.30   0.5957   2.923
    1.00   1.5376   2.221
    3.00   2.0770   1.923
   30.00   2.3273   1.831
coupling V = 1.00 mHa, bandwidth B = 16.0 mHa
phonon energy = 0.150 mHa, S*omega = 0.500 mHa
temperature = 300 K, kT = 0.9500 mHa
Huang-Rhys factor S = 3.333, coth(omega/2kT) = 12.694
rms site fluctuation D = 0.9757 mHa
phonon amplitude, formula vs diagonalization: 6.2e-09
phonon amplitude, Gaussian vs diagonalization: 0.0031
localized FWHM, Gaussian limit = 2.2976 mHa
localized FWHM, moving phonons = 2.2872 mHa
  = 62.24 meV, shape ratio 1.828
V*tau from time integral = 0.3483
V*pi*rho from state counting = 0.3483
factor pi*rho*B = 5.573
V*tau at bottom of simple cubic band = 0.00000
D*tau = 0.3398, omega*tau = 0.0522
largest amplitude error of second order against full lattice:
  at D: 0.0269, at D/2: 0.0139
amplitude at t = 3/mHa: full lattice, second order, no motion
  0.4536  0.4295  0.0138
frozen phonons, second order, fixed D (energies in mHa):
  V, B, FWHM, 2*D^2*tau, D^2/B, tenth/half width ratio
  1.0000  16.0000  0.6182  0.6632  0.0595  2.8903
  2.0000  32.0000  0.3200  0.3316  0.0298  2.9413
  4.0000  64.0000  0.1629  0.1658  0.0149  2.9701
V = 1 mHa, full lattice FWHM = 0.5762 mHa
  = 15.68 meV
V = 1 mHa, second order, moving phonons FWHM = 0.6148 mHa
narrowing, localized/full lattice FWHM = 3.97
```
